\section*{Free-induction decay under Gaussian 1/f charge noise in silicon dots}

\section{The choice of lower frequency limit}

To turn a measured $1/f$ charge-noise spectrum into a dephasing time, one must put a lower frequency limit into an integral that diverges without it. The decision is which limit to enter, and how much care it deserves. If the $1/f$ law continues far below the inverse length of the measuring record, the limit follows from that length, and the squared decay rate depends on it through a logarithm. The rate itself varies roughly as the square root of that logarithm.

\section{Setting and theorem}

\paragraph{Assumptions.} The qubit has angular frequency $\omega_0+\delta\omega(t)$. The noise $\delta\omega$ is classical, stationary and Gaussian with zero mean, and it shifts the levels without causing transitions. Its one-sided spectrum $S(f)$ is defined by
\begin{equation}
\langle\delta\omega(t)\,\delta\omega(t+\tau)\rangle=R(\tau)=\int_0^\infty S(f)\cos(2\pi f\tau)\,df ,
\label{R}
\end{equation}
with $S=S_1/f$ for $f>f_l$ and zero below. Thus $S_1$ has the unit (rad/s)$^2$. Write $\omega_l=2\pi f_l$, let $\gamma$ be Euler's constant, and set $c=e^{3/2-\gamma}=2.516$. The envelope is $W(t)=|\langle e^{-i\varphi}\rangle|$ with $\varphi=\int_0^t\delta\omega\,dt'$, and $T_2^*$ is defined by $W(T_2^*)=1/e$.

\paragraph{Theorem.} For $\omega_l t\ll1$,
\begin{equation}
W(t)=\exp\!\Big[-\tfrac12S_1t^2L(t)\Big],\qquad L(t)=\ln\frac1{\omega_lt}+\frac32-\gamma=\ln\frac{c}{\omega_l t},
\label{main}
\end{equation}
with an error of order $(\omega_lt)^2$ in $L$. If $S_1\gg\omega_l^2$, then with $L_*=L(T_2^*)$
\begin{equation}
\frac1{T_2^{*2}}=\frac{S_1L_*}{2},\qquad
-\ln W=\Big(\frac t{T_2^*}\Big)^2\Big[1+\frac{\ln(T_2^*/t)}{L_*}\Big].
\label{rate}
\end{equation}
For $t$ of the order of $T_2^*$, the decay is therefore Gaussian in time up to corrections of relative order $1/L_*$ in the exponent.

\section{Proof}

\paragraph{Lemma 1 (phase variance).} $W=e^{-\langle\varphi^2\rangle/2}$, where
\begin{equation}
\langle\varphi^2\rangle=S_1t^2K(\omega_lt),\qquad K(b)=\int_b^\infty\frac{2(1-\cos y)}{y^3}\,dy .
\label{K}
\end{equation}

\emph{Proof.} The phase is a linear functional of a Gaussian process, hence a Gaussian variable of zero mean. Completing the square in its average gives $\langle e^{-i\varphi}\rangle=e^{-\langle\varphi^2\rangle/2}$. Integrating (\ref{R}) over both times gives
\begin{equation}
\langle\varphi^2\rangle=\int_{f_l}^\infty\frac{S_1}{f}\Big|\int_0^te^{2\pi ift'}dt'\Big|^2df
=\int_{f_l}^\infty\frac{S_1}{f}\,\frac{\sin^2(\pi ft)}{(\pi f)^2}\,df .
\end{equation}
Put $y=2\pi ft$. Then $df/f=dy/y$, $\sin^2(\pi ft)=(1-\cos y)/2$ and $(\pi f)^2=y^2/4t^2$, which gives (\ref{K}). $\square$

\paragraph{Lemma 2 (the logarithm).} For small $b$, $K(b)=\ln(1/b)+\tfrac32-\gamma+b^2/24+O(b^4)$.

\emph{Proof.} Two integrations by parts give
\begin{align}
K(b)&=\frac{1-\cos b}{b^2}+\int_b^\infty\frac{\sin y}{y^2}dy
=\frac{1-\cos b}{b^2}+\frac{\sin b}{b}+\int_b^\infty\frac{\cos y}{y}dy .
\end{align}
For the last integral, rotate the path of $\int_b^\infty e^{iy}dy/y$ onto the positive imaginary axis, $y=iu$. As $b\to0$ the small arc contributes $i\pi/2$, which has no real part. What remains is
\begin{equation}
\int_b^\infty\frac{e^{-u}}u\,du=-e^{-b}\ln b+\int_b^\infty e^{-u}\ln u\,du\;\to\;-\ln b-\gamma .
\end{equation}
Since the derivative of the cosine integral with respect to $b$ is $-\cos b/b=-1/b+b/2-\dots$, it equals $-\ln b-\gamma+b^2/4+O(b^4)$. The first two terms of $K$ are $\frac12-b^2/24$ and $1-b^2/6$. The quadratic parts sum to $(-1-4+6)b^2/24=b^2/24$. $\square$

At $b=0.001$, direct quadrature of (\ref{K}) and the logarithmic form both give $7.830540$.

\emph{Proof of the theorem.} Lemmas 1 and 2 give (\ref{main}). Setting its exponent to one gives the rate. The function $t^2L(t)$ has derivative $t(2L-1)$, so it grows while $L>\frac12$. The condition $S_1\gg\omega_l^2$ places the crossing on this rising part, with $\omega_lT_2^*\ll1$. Finally $L(t)=L_*+\ln(T_2^*/t)$, and inserting $S_1/2=1/(L_*T_2^{*2})$ gives the second part of (\ref{rate}). $\square$

\paragraph{Remark (physical meaning).} Since $L=\ln(f_t/f_l)$ with $f_t=c/(2\pi t)\approx0.40/t$, $S_1L$ is the noise power between $f_l$ and roughly the inverse evolution time. Slower noise acts as a random but static detuning, which gives the factor $t^2$. Faster noise averages out during the evolution. Each decade of frequency in this window contributes equally.

\paragraph{Remark (upper cutoff).} If the spectrum ends at $f_u=\omega_u/2\pi$, then $K(\omega_lt)$ is replaced by $K(\omega_lt)-K(\omega_ut)$. For $\omega_ut\gg1$ the subtracted term is at most $\int_{\omega_ut}^\infty4y^{-3}dy=2/(\omega_ut)^2$. For $\omega_ut\ll1$ the constants cancel, $L$ becomes $\ln(f_u/f_l)$, and the decay is Gaussian in time to leading order.

\paragraph{Remark (other exponents).} The logarithm belongs to the exponent one. For $S\propto f^{-\alpha}$ with $1<\alpha<3$ and $(\omega_lt)^{\alpha-1}\ll1$, the low end dominates $\int_{f_l}f^{-\alpha}df$, and the squared rate grows as the power $f_l^{1-\alpha}$.

\section{Consequences for rate and shape}

\paragraph{Explicit solution.} The rate formula is implicit because $L_*$ contains $T_2^*$. Let $u=(\omega_lT_2^*/c)^2$, so that $L_*=-\frac12\ln u$. Equation (\ref{rate}) becomes
\begin{equation}
1=\frac{S_1}2\,\frac{c^2u}{\omega_l^2}\Big(-\frac12\ln u\Big)
\quad\Longrightarrow\quad u\ln u=-\frac{4\omega_l^2}{S_1c^2}.
\end{equation}
With $w=\ln u$ this reads $we^w=-4\omega_l^2/(S_1c^2)$, which Lambert's function $\Lambda$ solves. The rising part $L_*>\frac12$ means $w<-1$, which selects the branch $\Lambda_{-1}$. From $T_2^{*2}=2/(S_1L_*)=4/(S_1|w|)$,
\begin{equation}
T_2^*=\frac2{\sqrt{S_1\,|\Lambda_{-1}(-4\omega_l^2/S_1c^2)|}} .
\end{equation}

\paragraph{Sensitivity to the cutoff.} At fixed $S_1$, $d\ln T_2^*=-dL_*/(2L_*)$ and $dL_*=-d\ln\omega_l-d\ln T_2^*$. Eliminating $dL_*$ gives
\begin{equation}
\frac{d\ln T_2^*}{d\ln\omega_l}=\frac1{2L_*-1},\qquad
\frac{d(1/T_2^{*2})}{d\ln(1/\omega_l)}=\frac{S_1}2\Big(1+\frac1{2L_*-1}\Big)=\frac{S_1L_*}{2L_*-1}.
\label{sens}
\end{equation}
For large $L_*$ the second slope tends to $S_1/2$: the squared rate is then nearly linear in the logarithm of the cutoff.

\paragraph{Departure from a Gaussian.} With $s=(t/T_2^*)^2$ the exponent is $s-s\ln s/(2L_*)$, so to first order in $1/L_*$
\begin{equation}
W-e^{-s}\simeq\frac{s\ln s\,e^{-s}}{2L_*}.
\end{equation}
The magnitude of the numerator peaks at $0.270$, at $s=0.259$. For $s>1$ it stays lower, because $\ln s\le s/e$ bounds it by $s^2e^{-s}/e\le4/e^3=0.199$. The local exponent is $d\ln(-\ln W)/d\ln t=2-1/L$, slightly below two.

\section{What sets the cutoff}

Suppose that the $1/f$ law continues far below the inverse record length. The cutoff then comes from the measurement.

\paragraph{Proposition.} Let a record of length $T_m$ hold $N$ contiguous shots of duration $t$, with frequencies referred to the mean over the same record. The expected phase variance, averaged over the shots, is $S_1t^2\ln(T_m/t)$. The effective cutoff is therefore $\omega_l=c/T_m$, or $f_l\approx0.40/T_m$.

\emph{Proof.} Let $a_i=\varphi_i/t$ be the mean frequency shift in shot $i$, and $m$ the mean of the $a_i$. Then $N^{-1}\sum_i(a_i-m)^2=N^{-1}\sum_ia_i^2-m^2$. Both $a_i$ and $m$ are time averages of the noise, over $t$ and $T_m$. With an auxiliary cutoff $\omega_a$, Lemma 1 gives the expectation $S_1[K(\omega_at)-K(\omega_aT_m)]$. As $\omega_a\to0$ the constants cancel and $S_1\ln(T_m/t)$ remains. Comparison with $L=\ln(c/\omega_lt)$ gives $\omega_l=c/T_m$. $\square$

An explicit sum over Fourier modes for $200$ shots gives $5.2983$ in units of $S_1$, equal to $\ln200$ to the digits shown. With shots that fill one tenth of their spacing $D$, it gives $7.591$ against $\ln(T_m/t)=\ln2000=7.601$. Dead time raises the variance of each shot entering the sampled mean by $S_1\ln(D/t)$, and hence the variance of that mean by $S_1\ln(D/t)/N$, here $0.012\,S_1$. Smaller changes in the covariances between shots account for the rest.

\paragraph{Position within the record.} Take $\omega_a\to0$ again and let $\ell=-\ln(\omega_aT_m)-\gamma$. From (\ref{R}) and Lemma 2, $R(\tau)=S_1[\ell-\ln(\tau/T_m)]$. For a short shot at fractional position $x$, away from the ends, the covariance with $m$ is
\begin{equation}
S_1\Big[\ell-\int_0^1\ln|x-x'|dx'\Big]=S_1[\ell+1+h(x)],
\end{equation}
where $h=-x\ln x-(1-x)\ln(1-x)$. The variance of the shot is $S_1[\ell+\ln(T_m/t)+\frac32]$ and that of $m$ is $S_1[\ell+\frac32]$. Adding them and subtracting twice the covariance gives $S_1[\ln(T_m/t)+1-2h(x)]$. Shots near the ends deviate more from the record mean than those at the centre. Since $\int_0^1h\,dx=\frac12$, the average agrees with the proposition.

\paragraph{Scatter between records.} One record gives one sample of the variance $v=N^{-1}\sum_i(a_i-m)^2$. For Gaussian variables, pairing the factors gives $\mathrm{Var}\,v=2N^{-2}\sum_{ij}C_{ij}^2$, where $C_{ij}$ is the covariance of $a_i-m$ and $a_j-m$. For many shots,
\begin{equation}
C(x,y)/S_1=-\ln|x-y|-q(x)-q(y)+\tfrac32,\qquad q=1+h .
\end{equation}
Since $q$ is the average of $-\ln|x-y|$ over $y$, and $\frac32$ that of $q$, squaring and integrating gives
\begin{equation}
\iint\frac{C^2}{S_1^2}\,dx\,dy=\iint\ln^2|x-y|\,dx\,dy-2\int q^2dx+\frac94 .
\end{equation}
The first term is $2\int_0^1(1-r)\ln^2r\,dr=2(2-\frac14)=\frac72$. Next, $\int q^2=2+\int h^2$ and
\begin{equation}
\int h^2=2\cdot\frac2{27}+2\int_0^1x(1-x)\ln x\ln(1-x)\,dx .
\end{equation}
Expanding $\ln(1-x)=-\sum_kx^k/k$ turns the last integral into
\begin{equation}
\sum_{k\ge1}\frac1k\Big[\frac1{(k+2)^2}-\frac1{(k+3)^2}\Big]
=\Big(1-\frac{\pi^2}{12}\Big)-\Big(\frac{71}{108}-\frac{\pi^2}{18}\Big)=\frac{37}{108}-\frac{\pi^2}{36},
\end{equation}
by partial fractions. Hence $\int h^2=\frac56-\frac{\pi^2}{18}$, and the double integral equals $\frac1{12}+\frac{\pi^2}9=1.180$. The mode sum for $200$ shots gives $1.170$, about $1\%$ lower. The relative standard deviation of $v$ is
\begin{equation}
\frac{\sqrt{2(1/12+\pi^2/9)}}{\ln(T_m/t)}\approx\frac{1.54}{L}.
\end{equation}

\section{Two-state fluctuators as the source}

Charge traps near the oxide interface can be modelled as independent switches that shift the frequency by $\pm v$ and relax at rates $\Gamma$. Each has $R=v^2e^{-\Gamma|\tau|}$ and $S=4v^2\Gamma/(\Gamma^2+\omega^2)$, with $\omega=2\pi f$. For $n$ switches per unit of $\ln\Gamma$, well inside the range of rates,
\begin{equation}
S(f)=n\int_0^\infty\frac{4v^2\,d\Gamma}{\Gamma^2+\omega^2}=\frac{2\pi nv^2}{\omega}=\frac{nv^2}f ,
\end{equation}
so $S_1=nv^2$. With a slowest rate $\Gamma_{\min}$, the covariance at short times is
\begin{equation}
R=S_1\int_{\Gamma_{\min}}^\infty e^{-\Gamma\tau}\frac{d\Gamma}\Gamma\simeq S_1[-\ln(\Gamma_{\min}\tau)-\gamma].
\end{equation}
This is the form found for a sharp cutoff at $\omega_l=\Gamma_{\min}$, so the constant $\frac32-\gamma$ survives the smoother cutoff.

The Gaussian assumption requires many weak switches. A slow one contributes $-\ln\cos(vt)=\frac12v^2t^2(1+\frac16v^2t^2+\dots)$ to the exponent. The relative excess is thus about $v^2t^2/6=S_1t^2/(6n)$. For $1000$ switches per unit of $\ln\Gamma$, the product of the full single-switch decays gives $-\ln W=1.0000$ where the Gaussian formula gives one.

\section{Exchange precession in a silicon MOS double dot}

\paragraph{Noise strength.} Let $\varepsilon$ be the energy of the doubly occupied singlet above the separated one, and $t_c$ their tunnel matrix element. Tunnelling of the triplet into doubly occupied states is neglected. With the triplet at zero energy, the lower singlet lies at $\varepsilon/2-\sqrt{\varepsilon^2/4+t_c^2}$, so
\begin{equation}
J=\sqrt{\varepsilon^2/4+t_c^2}-\frac\varepsilon2,\qquad
\frac{dJ}{d\varepsilon}=\frac12\Big(\frac{\varepsilon}{\sqrt{\varepsilon^2+4t_c^2}}-1\Big).
\end{equation}
For $\varepsilon=200\ \mu$eV and $t_c=20\ \mu$eV, $J=1.98\ \mu$eV (479 MHz) and the slope is $-0.00971$. Detuning noise of $A=1\ \mu$eV/$\sqrt{\rm Hz}$ at 1 Hz then gives $\sqrt{S_1}=|dJ/d\varepsilon|\,A\sqrt{1\ {\rm Hz}}/\hbar=1.475\times10^7$ rad/s.

\paragraph{Decay time.} A record of 600 s gives $f_l=0.67$ mHz. The self-consistent values are $L_*=\ln(600\ {\rm s}/19.5\ {\rm ns})=24.15$ and
\begin{equation}
T_2^*=\frac{\sqrt{2/24.15}}{1.475\times10^7\ {\rm s}^{-1}}=19.5\ {\rm ns},
\end{equation}
or about nine precession cycles. The local exponent is $1.96$, and the envelope departs from a Gaussian by at most $0.0056$ on a scale where $W(0)=1$.

\paragraph{Record length.} At fixed noise strength, lengthening the record from 1 s to one day (86400 s) shortens $T_2^*$ from 22.9 to 17.7 ns. The squared rate rises from 1914 to 3179 $\mu{\rm s}^{-2}$, by 66\%, and the rate by 29\%. At 600 s, (\ref{sens}) gives $d\ln T_2^*/d\ln f_l=0.021$, so a factor of two in the cutoff moves $T_2^*$ by about 1.5\%. For a spectrum that follows $1/f$ closely, an order-of-magnitude choice of cutoff thus suffices for most estimates, whereas an error in $A$ enters almost in proportion. A steeper spectrum needs more care: for $S\propto f^{-1.2}$, lowering the cutoff tenfold shortens $T_2^*$ by about a fifth, against 4.5\% for $1/f$ and 12\% for $f^{-1.1}$. The exponent itself also matters. With the same amplitude at 1 Hz and a sharp cutoff at 0.67 mHz, exponents $0.9$ and $1.1$ give $T_2^*=13.4$ and $22.1$ ns instead of $19.5$ ns, so a measured exponent deserves more care than the cutoff.

\paragraph{Comparison with real devices.} The noise amplitude is a rough typical value for silicon dots; devices differ by factors of several, and $T_2^*$ moves nearly inversely. Real devices break the assumption that detuning is the one noisy parameter. In a WKB estimate $t_c\propto e^{-\kappa d}$ with $\kappa=\sqrt{2mU}/\hbar$, so $|d\ln t_c/dU|=\kappa d/2U$. For a barrier of $U=2$ meV and $d=30$ nm, transverse mass $0.19\,m_e$ and the same noise amplitude on $U$, barrier noise in $J$ is $0.30$ of the detuning noise. If independent, it raises $\sqrt{S_1}$ by 4.5\%; if fully correlated, it changes it by up to 30\% either way.

\paragraph{Other neglected effects.} If the $1/f$ law ended at 1 MHz, $T_2^*$ would be 20.9 ns, 7\% longer. For one fluctuator per decade of rate, with equal couplings, $-\ln W(T_2^*)$ is 3.2\% above the Gaussian value for the same set of switches. This agrees with $S_1t^2/(6n)$ for $S_1t^2=2/L_*$ and $n=1/\ln10$. The phase variance scatters by 6.4\% between records. Dividing by the local exponent gives an estimated 3.2\% scatter in $T_2^*$, if the phases within a record are treated as Gaussian. This exceeds the effect of doubling the record length, so a single pair of records whose lengths differ by a factor of two cannot reliably resolve the logarithm.

Curvature of $J(\varepsilon)$ changes $W(T_2^*)$ from $0.3679$ to $0.3687$. For a Zeeman difference of 10 MHz and a one-spin hyperfine $T_2^*$ of $1\ \mu$s, hyperfine noise contributes $6\times10^{-4}$ of the rms charge-induced frequency noise. If tunnelling could also change the valley, with an element as large as $t_c$ and a valley splitting of 300 $\mu$eV, the separated triplet would couple to a doubly occupied one 500 $\mu$eV above it. The separated singlet would couple with the same element to the singlet partner of that state. If the two partners have equal energy, both separated levels fall by about $0.8\ \mu$eV, and the shifts cancel in $J$ to second order in tunnelling. An exchange splitting between the partners would make the cancellation incomplete. At 0.1 K, $k_BT=8.6\ \mu$eV. The upper singlet at 204 $\mu$eV and a valley state at an assumed 300 $\mu$eV have Boltzmann factors below $10^{-10}$. The Boltzmann factors and most other computed values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS
K(0.001), quadrature: 7.830540; log form: 7.830540
constant 3/2 - Euler gamma: 0.9228; c: 2.5163
record variance/S1, 200 shots, mode sum: 5.2983
  ln(200): 5.2983
same, window 1/10 of spacing: 7.5910
  ln(2000): 7.6009
scatter sum, modes: 1.1698; law: 1.1800
-ln W, dense fluctuators (Gaussian: 1): 1.000007
DEVICE INPUTS
detuning noise at 1 Hz: 1.0 ueV/sqrt(Hz)
singlet tunnel element: 20 ueV
detuning: 200 ueV
temperature: 0.1 K; record: 600 s
DEVICE RESULTS
exchange J: 1.9804 ueV = 478.9 MHz
dJ/d(detuning): -0.009710
sqrt(S1): 1.4752e+07 rad/s
effective cutoff f_l: 0.6675 mHz
logarithm L at T2*: 24.149
T2*: 19.509 ns; rate 1/T2*: 51.26 per us
precession cycles in T2*: 9.34
d ln T2*/d ln f_l: 0.02114
local exponent at T2*: 1.9586
max of s|ln s|exp(-s): 0.2701 at s = 0.259
largest departure from Gaussian: 0.00557
record 1 s: L 17.59, T2* 22.86 ns, 1/T2*^2 1914 per us^2
record 60 s: L 21.80, T2* 20.53 ns, 1/T2*^2 2371 per us^2
record 600 s: L 24.15, T2* 19.51 ns, 1/T2*^2 2628 per us^2
record 86400 s: L 29.21, T2* 17.74 ns, 1/T2*^2 3179 per us^2
NEGLECTED EFFECTS
rms detuning noise: 4.91 ueV
W(T2*) with curved J: 0.36872; linear: 0.36788
barrier: 2 meV, 30 nm, mass 0.19 m_e
barrier noise / detuning noise in J: 0.303
  strength factor if independent: 1.045
T2* if 1/f ends at 1 MHz: 20.86 ns
-ln W(T2*), one fluctuator per decade: 1.0320
scatter between records, phase variance: 6.36 %
scatter between records, T2* estimate: 3.25 %
W(T2*) averaged over record position: 0.36792
Zeeman difference: 10 MHz; ratio to J: 0.0209
one-spin hyperfine T2*: 1 us
hyperfine / charge rms frequency noise: 5.76e-04
kT: 8.62 ueV; upper singlet gap: 204.0 ueV
Boltzmann factor, upper singlet: 5.3e-11
valley splitting: 300 ueV; Boltzmann factor: 7.6e-16
\end{verbatim}
